# Exact Block Diagonalization of the Dirac Hamiltonian in a Static Magnetic Field, part 2

A particle of spin one half, mass $m>0$ and signed charge $e$ ($e=-|e|$ for an electron) moves in a static magnetic field $\mathbf B=\nabla\times\mathbf A$, without an electric field or an anomalous magnetic moment. We seek its energies and states. Gaussian units are used. The Hamiltonian is

$$
H=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta mc^2,\qquad
\boldsymbol\pi=\mathbf p-\frac ec\mathbf A(\mathbf r),\qquad \mathbf p=-i\hbar\nabla. \tag{1}
$$

In blocks of two components, with Pauli matrices $\sigma_i$,

$$
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\Sigma_i=\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix},\quad
\gamma_5=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\alpha_i=\gamma_5\Sigma_i.
$$

The operator $D=\boldsymbol\sigma\cdot\boldsymbol\pi$ acts on two components and is self-adjoint; $\Lambda=\boldsymbol\Sigma\cdot\boldsymbol\pi$ contains two copies of it. On a state with $D=\lambda$, a function $f(D)$ multiplies by $f(\lambda)$.

The kinetic momenta obey

$$
[\pi_i,\pi_j]=\frac{i\hbar e}{c}\,\varepsilon_{ijk}B_k. \tag{4}
$$

The Hamiltonian factorizes, and $\Lambda$ is conserved:

$$
H=c\gamma_5\Lambda+\beta mc^2,\qquad [H,\Lambda]=0. \tag{6}
$$

With

$$
\mathcal E=\sqrt{m^2c^4+c^2\Lambda^2},\qquad
U=\frac{\mathcal E+mc^2+c\,\beta\gamma_5\Lambda}{\sqrt{2\mathcal E(\mathcal E+mc^2)}}, \tag{2}
$$

the operator $U$ is unitary, commutes with $\Lambda$, and gives

$$
UHU^\dagger=\beta\mathcal E
=\beta\sqrt{m^2c^4+c^2\boldsymbol\pi^2-e\hbar c\,\boldsymbol\Sigma\cdot\mathbf B}. \tag{3}
$$

In terms of $D$, the results needed are

$$
H=\begin{pmatrix}mc^2&cD\\cD&-mc^2\end{pmatrix},\qquad
D^2=\boldsymbol\pi^2-\frac{e\hbar}{c}\boldsymbol\sigma\cdot\mathbf B,\qquad
UHU^\dagger=\beta\mathcal E. \tag{9}
$$

The numerical example is an electron in a uniform field of $10^{13}$ G, with momentum $p_z$ along the field such that $cp_z=200$ keV. Its lowest positive energy is 548.74 keV, the same as for a free electron with this $p_z$. The reason why the field drops out is still to be shown in detail.

### Corollary: energies and lower components

Let $D\chi=\lambda\chi$ with $\chi$ normalized. Then $H$ has the two energies $\pm E_\lambda$, where

$$
E_\lambda=\sqrt{m^2c^4+c^2\lambda^2}. \tag{10}
$$

The positive-energy state has the following weight in its two lower components:

$$
w=\frac12\Big(1-\frac{mc^2}{E_\lambda}\Big). \tag{11}
$$

*Proof.* On spinors of the form $(a\chi,b\chi)$, the operator $D$ in (9) becomes the number $\lambda$. Define an angle $\theta$ between $-90^\circ$ and $90^\circ$ by

$$
\cos\theta=\frac{mc^2}{E_\lambda},\qquad \sin\theta=\frac{c\lambda}{E_\lambda},\qquad
\tan\theta=\frac{\lambda}{mc}.
$$

The squares of the cosine and sine add to one by (10). On this space the Hamiltonian and the transformation are

$$
h=E_\lambda\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix},\qquad
U=\begin{pmatrix}\cos\frac\theta2&\sin\frac\theta2\\[2pt]-\sin\frac\theta2&\cos\frac\theta2\end{pmatrix}.
$$

To check the form of $U$, note that its diagonal entry in (2) is

$$
\frac{E_\lambda+mc^2}{\sqrt{2E_\lambda(E_\lambda+mc^2)}}
=\sqrt{\frac{E_\lambda+mc^2}{2E_\lambda}}=\sqrt{\frac{1+\cos\theta}{2}}=\cos\frac\theta2 .
$$

The ratio of the upper right entry to the diagonal entry is

$$
\frac{c\lambda}{E_\lambda+mc^2}=\frac{\sin\theta}{1+\cos\theta}=\tan\frac\theta2 .
$$

The lower left entry has the opposite sign because $\beta\gamma_5$ is antisymmetric. By (9), the transformed matrix is diagonal with entries $E_\lambda$ and $-E_\lambda$. The state of positive energy is therefore

$$
U^\dagger\begin{pmatrix}\chi\\0\end{pmatrix}
=\begin{pmatrix}\cos(\theta/2)\,\chi\\ \sin(\theta/2)\,\chi\end{pmatrix}.
$$

Its lower weight is $\sin^2(\theta/2)=(1-\cos\theta)/2$, which is (11). ∎

The weight does not depend on the sign of $\lambda$. If $\lambda$ and $-\lambda$ both occur, they have the same energy, and any normalized combination of their positive-energy states also has weight (11), because states with different $\lambda$ are orthogonal.

The transformation maps the whole positive-energy space onto the two upper components. The positive energies, with their degeneracies, are therefore those of $\sqrt{m^2c^4+c^2D^2}$ on two-component functions. This reduces the problem but does not solve it for a general field: the spectrum of $D^2$ must still be found.

### A nonuniform field

In units $\hbar=c=m=1$ and with $e=-1$, consider the periodic potential

$$
\begin{aligned}
A_x&=0.5\cos y,\\
A_y&=0.4\sin x+0.3\cos(x+y),\\
A_z&=0.5\sin x+0.3\cos y .
\end{aligned}
$$

Taking the curl gives a field with three components:

$$
\begin{aligned}
B_x&=\partial_yA_z=-0.3\sin y,\\
B_y&=-\partial_xA_z=-0.5\cos x,\\
B_z&=\partial_xA_y-\partial_yA_x=0.4\cos x-0.3\sin(x+y)+0.5\sin y .
\end{aligned}
$$

The wave functions are periodic in $x$ and $y$ with period $2\pi$, and $p_z=0.3$. The first column below comes from diagonalizing the full Dirac matrix. The second comes from the root, with $\boldsymbol\pi^2$ and $\boldsymbol\sigma\cdot\mathbf B$ constructed separately. The third omits $\boldsymbol\sigma\cdot\mathbf B$. Energies are in units of $mc^2$.

| Level | Dirac | Root | No spin term |
|---|---:|---:|---:|
| 1 | 1.02095 | 1.02095 | 1.18799 |
| 2 | 1.02808 | 1.02808 | 1.18799 |
| 3 | 1.26785 | 1.26785 | 1.34637 |
| 4 | 1.27794 | 1.27794 | 1.34637 |

For the ten lowest positive levels, the first two calculations differ by at most $4.5\times10^{-14}\,mc^2$. The basis consists of plane waves with $|k_x|,|k_y|\le7$. In this basis the largest matrix element between upper and lower components is $7\sqrt2\,mc^2=9.9\,mc^2$; it belongs to the highest plane wave, so its size is set by the cutoff and not by the field. The explicit $U$ reduces it to $2.1\times10^{-14}\,mc^2$.

Without the spin term every level is at least doubly degenerate, because the two spin states obey the same equation. The spin term splits the lowest pair and lowers both members. A variational argument shows that the spin term cannot raise the mean of the two lowest eigenvalues of $D^2$. Let $k_0$ be the lowest eigenvalue of $\boldsymbol\pi^2$, with orbital state $\phi_0$. In the two-dimensional space made of $\phi_0$ and either spin, the trace of $D^2$ is $2k_0$, since the Pauli matrices have zero trace. The sum of the two lowest eigenvalues of $D^2$ cannot exceed this trace. Their mean therefore lies at or below $k_0$. That both members of the pair go down, and by how much, is a result of the calculation and not of this argument.

### The uniform field

**Proposition.** Let $e=-|e|$ and $\mathbf B=B\hat{\mathbf z}$ with $B>0$. For fixed $p_z$, the positive energies are

$$
E_n=\sqrt{m^2c^4+c^2p_z^2+2n|e|\hbar cB},\qquad n=0,1,2,\ldots \tag{12}
$$

For each value of the orbital-centre label $p_y$ introduced below, the level $n=0$ contains one state, with spin down in both blocks and $\Lambda=-p_z$. Each level $n\ge1$ contains two states, with

$$
\Lambda=\pm\sqrt{p_z^2+2n|e|\hbar B/c}.
$$

*Proof.* Choose $\mathbf A=(0,Bx,0)$, whose curl is $B\hat{\mathbf z}$. Then $p_y$ and $p_z$ commute with $D$ and may be treated as numbers. The kinetic momenta are

$$
\pi_x=-i\hbar\partial_x,\qquad \pi_y=p_y+\frac{|e|B}{c}x,\qquad \pi_z=p_z .
$$

Let $\kappa=2|e|\hbar B/c$. Equation (4) gives $[\pi_x,\pi_y]=i\hbar eB/c=-i\kappa/2$. Define

$$
a=\frac{\pi_x-i\pi_y}{\sqrt\kappa},\qquad a^\dagger=\frac{\pi_x+i\pi_y}{\sqrt\kappa}.
$$

Their commutator is

$$
[a,a^\dagger]=\frac{i[\pi_x,\pi_y]-i[\pi_y,\pi_x]}{\kappa}=\frac{2i}{\kappa}[\pi_x,\pi_y]=1 .
$$

These are oscillator operators in the one variable $x$. With $\ell^2=\hbar c/(|e|B)$ and $x_0=-cp_y/(|e|B)$,

$$
\pi_x-i\pi_y=-i\hbar\Big(\partial_x+\frac{x-x_0}{\ell^2}\Big).
$$

The equation $a|0\rangle=0$ therefore has the normalizable solution $e^{-(x-x_0)^2/(2\ell^2)}$, unique up to a factor. The states $|n\rangle$ built from it are the complete set of oscillator functions centred at $x_0$, which is why $p_y$ labels the orbital centre.

In terms of these operators,

$$
D=\begin{pmatrix}p_z&\sqrt\kappa\,a\\ \sqrt\kappa\,a^\dagger&-p_z\end{pmatrix}.
$$

For $n=0$, take the spin-down state $\chi_0=(0,|0\rangle)$. Since $a|0\rangle=0$, it satisfies $D\chi_0=-p_z\chi_0$. For $n\ge1$, use $a|n\rangle=\sqrt n|n-1\rangle$ and $a^\dagger|n-1\rangle=\sqrt n|n\rangle$:

$$
D\begin{pmatrix}u|n-1\rangle\\v|n\rangle\end{pmatrix}
=\begin{pmatrix}(p_zu+\sqrt{n\kappa}\,v)|n-1\rangle\\(\sqrt{n\kappa}\,u-p_zv)|n\rangle\end{pmatrix}.
$$

The matrix acting on $(u,v)$ has trace zero and determinant $-(p_z^2+n\kappa)$. Its eigenvalues are $\pm\sqrt{p_z^2+n\kappa}$. Together with $\chi_0$, these pairs use every oscillator state with spin up and every one with spin down once, so no level is missing. Inserting $c^2\kappa=2|e|\hbar cB$ into (10) gives (12). ∎

**Why the field drops out of the lowest level.** The orbital part of $D^2$ follows from

$$
\kappa a^\dagger a=\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]=\pi_x^2+\pi_y^2-\frac\kappa2 .
$$

Hence $\pi_x^2+\pi_y^2=\kappa(a^\dagger a+\frac12)$. The spin term for an electron is $(|e|\hbar B/c)\sigma_z=(\kappa/2)\sigma_z$. In the state $\chi_0$ the orbital zero-point term is $+\kappa/2$ and the spin term is $-\kappa/2$. They cancel for every $B>0$, which explains the energy of 548.74 keV.

### Numbers for $10^{13}$ G

The inputs are $mc^2=510.999$ keV, $cp_z=200$ keV and $c\sqrt\kappa=343.968$ keV. For $n=1$,

$$
c|\Lambda|=\sqrt{200^2+343.968^2}\ \text{keV}=397.89\ \text{keV},
$$

$$
E_1=\sqrt{510.999^2+397.887^2}\ \text{keV}=647.64\ \text{keV}.
$$

The rotation angle satisfies $\tan|\theta|=397.887/510.999$, so $|\theta|=37.9^\circ$. The lower weight is

$$
w=\frac12\Big(1-\frac{510.999}{647.637}\Big)=0.105 .
$$

The same arithmetic for the first four levels gives:

| $n$ | $E_n$ (keV) | $\lvert\theta\rvert$ | $w$ | States |
|---|---:|---:|---:|---:|
| 0 | 548.74 | 21.4° | 0.034 | 1 |
| 1 | 647.64 | 37.9° | 0.105 | 2 |
| 2 | 733.31 | 45.8° | 0.152 | 2 |
| 3 | 809.98 | 50.9° | 0.185 | 2 |

The last column counts states for one orbital centre. The numerical check obtains these energies, weights and multiplicities by diagonalizing the Dirac matrix.

If the spin term were omitted, the zero-point term would remain. The lowest energy would then be $\sqrt{548.744^2+343.968^2/2}$ keV, or about 600 keV.

### What the transformed spin means

In a uniform field $\Sigma_z$ commutes with the transformed Hamiltonian, because $\Sigma_z$ commutes with $\boldsymbol\pi^2$ and with $B\Sigma_z$. It does not commute with the original one:

$$
[H,\Sigma_z]=c\gamma_5[\Lambda,\Sigma_z]=2ic\gamma_5(\Sigma_x\pi_y-\Sigma_y\pi_x). \tag{13}
$$

There is no contradiction. The matrix $\Sigma_z$ used after the transformation represents the observable $U^\dagger\Sigma_zU$ of the original description, and this differs from $\Sigma_z$. Equation (13) also shows that $\boldsymbol\Sigma\cdot\mathbf B$ is not conserved by $H$. Since $\Lambda^2$ is conserved, $\boldsymbol\pi^2$ cannot be conserved separately either.

Position needs the same care. From $[x_i,D]=i\hbar\sigma_i$ it is seen that $\mathbf r$ does not commute with $D$, on which $U$ depends. Multiplication by $\mathbf r$ after the transformation is not the original position observable.

Equation (13) has a further consequence. An anomalous magnetic moment $\mu'$ adds the term $-\mu'\beta\boldsymbol\Sigma\cdot\mathbf B$ to $H$. In a uniform field its commutator with $\Lambda$ is $\mu'B\beta[\Lambda,\Sigma_z]$, which is not zero. The conservation law therefore requires the moment contained in (1), without an addition. The energies quoted for $10^{13}$ G are likewise those of the Hamiltonian (1). A real electron has an anomalous moment of about 0.0012 times $|e|\hbar/(2mc)$, and here $|e|\hbar B/(2mc)=c^2\kappa/(4mc^2)\approx58$ keV. The term linear in $B$ is thus about 0.07 keV. A constant anomalous moment describes the radiative correction only for fields far below $m^2c^3/(|e|\hbar)=4.41\times10^{13}$ G, and $10^{13}$ G is 0.23 of this value. At this strength the full one-loop correction lowers the level $n=0$ by only about 0.02 keV. The last digits of the quoted energies belong to the model, and for a real electron the field does not drop out of the lowest level exactly.

### The expansion in powers of momentum

On a state with $D=\lambda$, put $s=\lambda^2/(m^2c^2)$. Expanding $mc^2\sqrt{1+s}$ gives

$$
E_\lambda=mc^2+\frac{\lambda^2}{2m}-\frac{\lambda^4}{8m^3c^2}+\cdots. \tag{14}
$$

By (9), the first correction to the rest energy is the operator

$$
\frac{D^2}{2m}=\frac{\boldsymbol\pi^2}{2m}-\frac{e\hbar}{2mc}\boldsymbol\sigma\cdot\mathbf B .
$$

This is the Pauli Hamiltonian. With spin $\mathbf S=\hbar\boldsymbol\sigma/2$, its magnetic term is $-g(e/2mc)\mathbf S\cdot\mathbf B$ with $g=2$.

For $n=1$ in the example, the exact value of $E_1-mc^2$ is 136.64 keV. The first term of the expansion is

$$
\frac{397.887^2}{2\times510.999}\ \text{keV}=154.91\ \text{keV},
$$

which is 13% above the exact value. The second term is minus the square of the first divided by $2mc^2$, or $-23.48$ keV. The sum of the two is 131.43 keV, which is 4% below the exact value.

Further terms improve this result in the end, but the same is not true for $n=2$. Let $b_j$ be the coefficient of $s^j$ in $\sqrt{1+s}$. Successive coefficients satisfy

$$
\frac{b_{j+1}}{b_j}=\frac{\frac12-j}{j+1}\longrightarrow-1 .
$$

The series therefore converges for $s<1$ and diverges for $s>1$. At $s=1$ the terms with $j\ge1$ alternate in sign. Their magnitudes decrease by the factors $1-\frac{3}{2(j+1)}$, whose product tends to zero because $\sum1/(j+1)$ diverges. The series thus converges there too, and by Abel's theorem its sum is $\sqrt2$.

The condition for convergence on an eigenspace is $c|\lambda|\le mc^2$, or $|\theta|\le45^\circ$. In the example $s=0.606$ for $n=1$ and $s=1.059$ for $n=2$. The level $n=2$ lies just outside the range of the expansion, although its energy from (12) is finite and unremarkable. The root in (3) is defined for every $\lambda$; the restriction belongs to its power series.

## Numbers as computed

```
UNIFORM FIELD, ELECTRON
field B = 1.000e+13 G
c p_z = 200.0 keV
rest energy m c^2 = 510.9990 keV
critical field m^2 c^3/(|e| hbar) = 4.41401e+13 G
B / critical field = 0.226552 (dimensionless)
magnetic length = 8.11303e-11 cm
sqrt(2|e| hbar c B) = 343.9684 keV
n=0: E = 548.7440 keV, c|Lambda| = 200.0000 keV
     |theta| = 21.375 deg, lower weight = 0.03439, states = 1
n=1: E = 647.6374 keV, c|Lambda| = 397.8873 keV
     |theta| = 37.906 deg, lower weight = 0.10549, states = 2
n=2: E = 733.3134 keV, c|Lambda| = 525.9549 keV
     |theta| = 45.826 deg, lower weight = 0.15158, states = 2
n=3: E = 809.9770 keV, c|Lambda| = 628.4448 keV
     |theta| = 50.885 deg, lower weight = 0.18456, states = 2
n=0: c Lambda = -200.0000 keV
n=1: exact E - m c^2 = 136.6385 keV
n=1: first expansion term = 154.9067 keV
n=1: first two terms = 131.4271 keV
(c Lambda/m c^2)^2: n=1 0.60629, n=2 1.05939 (dimensionless)
NONUNIFORM FIELD (hbar = c = m = 1, e = -1)
p_z = 0.30 m c; plane waves per component = 225
B_x from -0.3000 to 0.3000 m^2 c^3/(|e| hbar)
B_y from -0.5000 to 0.5000 m^2 c^3/(|e| hbar)
B_z from -1.2000 to 0.6401 m^2 c^3/(|e| hbar)
positive levels in m c^2: Dirac matrix | root | root without Sigma.B
1: 1.0209508 | 1.0209508 | 1.1879937
2: 1.0280841 | 1.0280841 | 1.1879937
3: 1.2678482 | 1.2678482 | 1.3463702
4: 1.2779431 | 1.2779431 | 1.3463702
5: 1.3527029 | 1.3527029 | 1.4333381
6: 1.3727596 | 1.3727596 | 1.4333381
largest difference Dirac-root, 10 levels = 4.5e-14 m c^2
largest odd element before U = 9.8995 m c^2
largest odd element after U = 2.1e-14 m c^2
U H U^dagger minus beta root, |k|<=1: 1.0e-14 m c^2
largest element of U U^dagger - 1 = 8.2e-15 (no unit)
largest element of [U, Lambda] = 5.0e-14 m c
```
